# Transition dipoles between overlapping Delta-SCF determinants depend on the origin

## Definitions and conventions

Let $\Phi_0$ and $\Phi_1$ be two normalised Slater determinants for the same $N$ electrons and the same fixed nuclei. Each comes from its own self-consistent-field (SCF) calculation: $\Phi_0$ for the ground state, $\Phi_1$ with one electron promoted and all orbitals re-optimised. This is the Delta-SCF description of an excitation. The orbitals are real, and the overlap is

$$s=\langle\Phi_0|\Phi_1\rangle ,\qquad 0\le s<1 .$$

A negative overlap is made positive by changing the sign of $\Phi_1$.

Hartree atomic units are used, so dipoles are in $ea_0$ (printed as e\*bohr) and lengths in bohr. The electron charge is $-1$, and the electronic dipole matrix along $z$ is

$$M_{ij}=\Big\langle\Phi_i\Big|-\sum_{k=1}^{N}z_k\Big|\Phi_j\Big\rangle .$$

The nuclear dipole is $\mu_n=\sum_A Z_A R_A$, where $R_A$ is the $z$ coordinate of nucleus $A$. The total nuclear charge is $Z=\sum_A Z_A$ and the molecular charge is $Q=Z-N$. To test origin dependence, the whole molecule is displaced by $+a$ along $z$ while the coordinate origin stays fixed.

## The belief and its appeal

The belief is that $M_{01}$ is the transition dipole of the Delta-SCF excitation, to be squared and used for an intensity. It is certainly a matrix element of the dipole operator. The question is whether it describes a transition.

Two familiar cases suggest that it does. Exact eigenstates of one Hamiltonian with different energies are orthogonal. So are two determinants built from one orthonormal orbital set with different occupations. In both cases a constant added to the operator contributes nothing between the states, so the origin is irrelevant.

Delta-SCF determinants belong to neither case. Each is an eigenfunction of its own mean-field Hamiltonian, and the two mean fields differ. Orthogonality is therefore not guaranteed, although spatial symmetry or spin may still enforce it.

## The matrix element with two orbital sets

Let $\varphi_i$ be the occupied spin orbitals of $\Phi_0$ and $\chi_j$ those of $\Phi_1$. For a product operator $\prod_k g(k)$, expanding both determinants gives

$$\Big\langle\Phi_0\Big|\prod_k g(k)\Big|\Phi_1\Big\rangle
=\frac1{N!}\sum_{P,P'}(-1)^{P+P'}\prod_k\langle\varphi_{P(k)}|g|\chi_{P'(k)}\rangle
=\det\langle\varphi_i|g|\chi_j\rangle .$$

The last step holds because each of the $N!$ permutations $P$ gives the same determinant after the factors are relabelled.

Choose $g=1+\epsilon z$. The term linear in $\epsilon$ on the left is the matrix element of $\sum_k z_k$. On the right stands $\det(\mathbf S+\epsilon\mathbf Z)$, with $S_{ij}=\langle\varphi_i|\chi_j\rangle$ and $Z_{ij}=\langle\varphi_i|z|\chi_j\rangle$. If $\mathbf S$ is invertible,

$$\det(\mathbf S+\epsilon\mathbf Z)=\det\mathbf S\,\det(1+\epsilon\mathbf S^{-1}\mathbf Z)
=s\,[1+\epsilon\,\mathrm{tr}(\mathbf S^{-1}\mathbf Z)+O(\epsilon^2)] .$$

The matrices are block diagonal in spin $\sigma$, so

$$M_{01}=-s\sum_\sigma \mathrm{tr}(\mathbf S_\sigma^{-1}\mathbf Z_\sigma).$$

If $\mathbf S$ is singular, the derivative of the determinant is written with cofactors instead. The matrix element can then be nonzero although $s=0$.

## Moving the molecule

After the displacement the orbitals move with the nuclei. Every electron coordinate in the matrix element is replaced by $z_k+a$, so

$$M_{ij}\to M_{ij}-Na\,\langle\Phi_i|\Phi_j\rangle,
\qquad M_{01}\to M_{01}-Nas .$$

The trace formula agrees: $\mathbf Z_\sigma\to\mathbf Z_\sigma+a\mathbf S_\sigma$ adds $a$ to the trace for each electron.

If $s\neq0$, the displacement $a=M_{01}/(Ns)$ makes the supposed transition dipole vanish, and other displacements make it as large as one likes. The same argument holds for $x$ and $y$. A component that symmetry sets to zero for an origin on the molecular axis becomes nonzero when the molecule is moved sideways.

## First repair: add the nuclear dipole

For fixed nuclei $\mu_n$ is a number, so its matrix element between the determinants is $\mu_n s$. Define

$$D_{01}=M_{01}+\mu_n s .$$

The displacement changes $\mu_n$ to $\mu_n+Za$. Hence

$$D_{01}\to M_{01}-Nas+\mu_n s+Zas=D_{01}+Qas .$$

The origin dependence cancels for a neutral molecule but survives for an ion.

Even for a neutral molecule the logic deserves attention. Between orthogonal states the nuclear term would contribute zero. Here it contributes because the states overlap, so it compensates for a symptom and leaves the overlap in place.

The correction can also be read as a choice of origin. Let $R_c=\mu_n/Z$ be the centre of nuclear charge. Putting the origin there means displacing the molecule by $-R_c$, which gives

$$M_{01}+NR_cs=D_{01}-\mu_ns+NR_cs=D_{01}-QR_cs ,$$

since $\mu_n=ZR_c$. For $Q=0$ this is $D_{01}$ itself. For an ion, choosing this origin is an additional convention that the nuclear term does not supply.

## Second repair: symmetric orthogonalisation

The overlap matrix of the two states has eigenvectors $(1,\pm1)/\sqrt2$ with eigenvalues $1\pm s$. The normalised sum and difference are therefore

$$u_\pm=\frac{\Phi_0\pm\Phi_1}{\sqrt{2(1\pm s)}} .$$

Applying the inverse square root of the overlap matrix gives the symmetrically orthogonalised states

$$\tilde\Phi_0=\frac{u_++u_-}{\sqrt2},\qquad \tilde\Phi_1=\frac{u_+-u_-}{\sqrt2}.$$

Their transition dipole $L_{01}$ contains no cross terms, because for real states $\langle u_+|\mu|u_-\rangle=\langle u_-|\mu|u_+\rangle$ and the two enter with opposite signs. With $\bar M=(M_{00}+M_{11})/2$,

$$L_{01}=\frac12\left[\frac{\bar M+M_{01}}{1+s}-\frac{\bar M-M_{01}}{1-s}\right]
=\frac{(\bar M+M_{01})(1-s)-(\bar M-M_{01})(1+s)}{2(1-s^2)} .$$

In the numerator the terms in $\bar M$ leave $-2s\bar M$, and those in $M_{01}$ leave $2M_{01}$. Thus

$$L_{01}=\frac{M_{01}-s\bar M}{1-s^2}.$$

Under displacement, $M_{01}$ changes by $-Nas$ and $s\bar M$ changes by $-Nas$ as well. The difference is unchanged for every $Q$. A constant $c$ added to the operator likewise adds $cs-sc=0$, so the nuclear dipole has no effect after orthogonalisation.

This result also has an origin interpretation. The quantity $(1-s^2)L_{01}$ is the raw $M_{01}$ with the origin at the mean electronic centroid of the two states, $-\bar M/N$, where $\bar M$ vanishes.

## Why the repairs differ

Let $D_{ii}=M_{ii}+\mu_n$ be the total permanent dipoles and $\bar D$ their mean. Since constants drop out, $L_{01}=(D_{01}-s\bar D)/(1-s^2)$. Subtracting $D_{01}$ gives

$$L_{01}-D_{01}=\frac{s^2D_{01}-s\bar D}{1-s^2}.$$

Both repairs reduce to $M_{01}$ when $s=0$. For small $s$ they differ at first order by $-s\bar D$. If the permanent dipoles nearly cancel in the mean, the second-order term matters too.

Symmetric orthogonalisation is itself a choice. One may keep $\Phi_0$ unchanged and project it out of $\Phi_1$. The new excited state is $(\Phi_1-s\Phi_0)/\sqrt{1-s^2}$, because the squared norm of its numerator is $1-2s^2+s^2$. The transition dipole becomes

$$G_{01}=\frac{M_{01}-sM_{00}}{\sqrt{1-s^2}} .$$

This too is independent of the origin: both terms in the numerator shift by $-Nas$. To first order,

$$G_{01}-L_{01}\approx \frac{s}{2}(M_{11}-M_{00}).$$

The choice therefore matters most when the states overlap and have very different permanent dipoles. As $s$ approaches 1, the part of $\Phi_1$ distinct from $\Phi_0$ becomes small, and dividing by its norm magnifies errors.

## A neutral molecule: LiH

The example uses Hartree–Fock theory in the 6-31G** basis with five spherical $d$ functions on the heavy atom (19 basis functions in all), with $N=4$ and a bond length of 3.0 bohr. Lithium starts at the origin and hydrogen lies at positive $z$. One spin-up electron is promoted from the highest occupied orbital to the lowest empty $\sigma$ orbital. During re-optimisation, the occupied orbitals are those that overlap most with the initially chosen ones, a rule intended to prevent a return to the ground state.

If the orbitals are not re-optimised, the overlap is zero and the transition dipole has magnitude $0.591\,ea_0$, unchanged by displacement. With relaxation, $s=0.1762$ and $M_{01}=-1.571\,ea_0$. Moving the molecule by 10 bohr changes this by

$$-4\times10\times0.1762=-7.05\,ea_0,$$

to $-8.620\,ea_0$. The squared dipole grows by a factor of about 30, although nothing has happened to the molecule. A displacement of $-1.571/(4\times0.1762)=-2.23$ bohr would make it vanish.

The nuclear dipole is $3.000\,ea_0$, so

$$D_{01}=-1.5713+3.000\times0.17623=-1.043\,ea_0$$

at both positions. For symmetric orthogonalisation, $M_{00}=-5.309$ and $M_{11}=-1.209$ have the mean $-3.259\,ea_0$, and

$$L_{01}=\frac{-1.571+0.1762\times3.259}{1-0.1762^2}=-1.029\,ea_0 .$$

The close agreement is not guaranteed by the formulas; here the mean dipole is small and two terms of opposite sign partly cancel. The total permanent dipoles, $-2.309$ and $+1.791\,ea_0$, have a mean of only $-0.259\,ea_0$. In the numerator of $L_{01}-D_{01}$, the first-order term $+0.046$ is partly cancelled by the second-order term $-0.032$. Keeping the ground determinant fixed gives a very different value, $G_{01}=-0.646\,ea_0$.

## An ion: BeH⁺

For BeH⁺ at a bond length of 2.5 bohr, with beryllium at the origin, the same procedure gives $s=0.1584$. The nuclear-corrected dipole is $-0.917\,ea_0$ at the start. After a 10 bohr displacement it is $+0.667\,ea_0$, a change of

$$Qas=1\times10\times0.1584=1.584\,ea_0 .$$

It changes sign on the way, so at one position the corrected transition would appear dark. The symmetrically orthogonalised value is $-0.956\,ea_0$ at both positions. Placing the origin at the nuclear charge centre gives a third number, $-0.996\,ea_0$. The numerical check below tests these displacement laws on explicit four-electron wavefunctions.

## Spin, and a comparison with full CI

The open-shell determinant is not a pure singlet, so one further step is needed before comparison with a singlet transition. Rotating all spins by $\pi$ about the $x$ axis multiplies a component with total spin $S$ and $M_S=0$ by $(-1)^S$. Call the rotated determinant $\Phi_1'$, and let $t=\langle\Phi_1|\Phi_1'\rangle$. The sum $\Phi_1+\Phi_1'$ contains no triplet, though a quintet part is allowed for four electrons.

The closed-shell $\Phi_0$ is unchanged by the rotation, so $\Phi_1$ and $\Phi_1'$ have equal overlaps and dipole elements with it. The sum has squared norm $2+2t$. Both $s$ and $M_{01}$ are therefore multiplied by

$$\frac{2}{\sqrt{2+2t}}=\sqrt{\frac{2}{1+t}} .$$

For LiH, $t=0.0966$ and the factor is 1.350. Spin adaptation raises the overlap to 0.238, so it does not cure the origin problem. The repairs are then applied to the spin-adapted state.

The reference is full configuration interaction (CI) in the same basis. It includes all electron correlation within that basis, but it is limited by the finite basis and omits nuclear motion and relativity. Its states are orthogonal. The excited state compared is the lowest excited singlet root with a nonzero transition dipole along $z$. The magnitudes, in $ea_0$, are:

| Method | LiH | BeH⁺ |
|---|---:|---:|
| Nuclear dipole added | 1.408 | 1.226 (Be at origin) |
| Symmetric orthogonalisation | 1.365 | 1.255 |
| Ground determinant kept | 0.884 | 1.041 |
| Full CI | 0.992 | 1.047 |

The symmetric values correspond to 3.47 debye for LiH and 3.19 debye for BeH⁺. Relative to full CI, they are too large by about 38% and 20%. Keeping the ground determinant gives errors of about −11% and −0.5%.

The near agreement of the fixed-ground value for BeH⁺ is not repeated for LiH, and the calculation does not identify why one repair lies closer than the other. Two molecules in one small basis do not establish a general ranking.

Origin independence is a necessary condition, and the comparison shows that it is not a measure of accuracy. Orthogonalisation defines a consistent pair of states, but it does not make them eigenstates of the Hamiltonian. A reported Delta-SCF transition dipole therefore needs the overlap and the chosen orthogonalisation stated with it.

## Computed results

```
Displacement along z: 10.0 bohr; electrons: 4
LiH: bond 3.0 bohr, charge 0 e, 19 basis functions
 ground energy -7.981061 hartree
 Delta-SCF gap 0.10097 hartree
 excited <S^2> 0.9034 (hbar^2)
 overlap s 0.176229 (no unit)
 M00, M11 -5.30922, -1.20945 e*bohr
 nuclear dipole 3.00000 e*bohr
 total D00, D11 -2.30922, 1.79055 e*bohr
 raw M01: start, moved -1.57129, -8.62047 e*bohr
 with nuclei D01: start, moved -1.04260, -1.04260 e*bohr
 symmetric L01: start, moved -1.02885, -1.02885 e*bohr
 fixed-ground G01 -0.64575 e*bohr
 nuclear charge centre 0.75000 bohr
 raw M01, origin at that centre -1.04260 e*bohr
 mean electron centroid 0.81483 bohr
 unrelaxed: |overlap| 0.0e+00, |dipole| 0.59085 e*bohr
 spin partner overlap t 0.096635 (no unit)
 spin-adapted overlap 0.237992 (no unit)
 spin-adapted raw M01 -2.12197 e*bohr
 spin-adapted with nuclei D01 -1.40799 e*bohr
 spin-adapted symmetric L01 -1.36462 e*bohr
 spin-adapted fixed-ground G01 -0.88381 e*bohr
 full CI gap 0.12786 hartree
 full CI |transition dipole| 0.99243 e*bohr
 |spin-adapted L01| 3.4685 debye
BeH+: bond 2.5 bohr, charge 1 e, 19 basis functions
 ground energy -14.850164 hartree
 Delta-SCF gap 0.15371 hartree
 excited <S^2> 0.8818 (hbar^2)
 overlap s 0.158384 (no unit)
 M00, M11 -3.48688, -1.32702 e*bohr
 nuclear dipole 2.50000 e*bohr
 total D00, D11 -0.98688, 1.17298 e*bohr
 raw M01: start, moved -1.31300, -7.64837 e*bohr
 with nuclei D01: start, moved -0.91704, 0.66680 e*bohr
 symmetric L01: start, moved -0.95575, -0.95575 e*bohr
 fixed-ground G01 -0.77046 e*bohr
 nuclear charge centre 0.50000 bohr
 raw M01, origin at that centre -0.99623 e*bohr
 mean electron centroid 0.60174 bohr
 unrelaxed: |overlap| 0.0e+00, |dipole| 0.77640 e*bohr
 spin partner overlap t 0.118215 (no unit)
 spin-adapted overlap 0.211819 (no unit)
 spin-adapted raw M01 -1.75597 e*bohr
 spin-adapted with nuclei D01 -1.22642 e*bohr
 spin-adapted symmetric L01 -1.25498 e*bohr
 spin-adapted fixed-ground G01 -1.04100 e*bohr
 full CI gap 0.19094 hartree
 full CI |transition dipole| 1.04654 e*bohr
 |spin-adapted L01| 3.1898 debye
```
